\section*{Dopant segregation by finite-rate exchange between surface and subsurface layers}

\section{What exchanges with what}

\textbf{Q:} A dopant that lowers its energy at the surface should stay there while the crystal grows. Yet dopants do get buried. What is the smallest model in which both can happen?

\textbf{A:} Let the crystal grow one atomic layer at a time, at the rate $R=1/\tau$ layers per second. Each new layer is laid down at once and brings a fraction $f$ of its sites occupied by dopant. During the following time $\tau$, dopant and host atoms may swap places between the surface layer and the layer just below it. Then the next layer arrives, the old surface layer becomes the subsurface layer, and the old subsurface layer is frozen for good.

Let $y$ and $x$ be the dopant site fractions of the surface and subsurface layers. A dopant moves up at rate $u$ if the site above holds a host atom, and down at rate $d$ if the site below does. If the occupations of the two sites are taken as uncorrelated (mean field),
\begin{equation}
\frac{dy}{dt}=u\,x(1-y)-d\,y(1-x),\qquad \frac{dx}{dt}=-\frac{dy}{dt}.
\label{full}
\end{equation}
Desorption, lateral structure and exchange with deeper layers are left out.

\textbf{Q:} Are $u$ and $d$ independent?

\textbf{A:} No. Let $\Delta>0$ be the energy gained when a dopant moves from the subsurface to the surface layer, and $E_a$ the barrier for that move. The reverse move starts lower by $\Delta$ and crosses the same barrier top. With equal prefactors $\nu$,
\begin{equation}
u=\nu e^{-E_a/k_BT},\quad d=\nu e^{-(E_a+\Delta)/k_BT},\quad
K\equiv\frac ud=e^{\Delta/k_BT}.
\label{rates}
\end{equation}
Without growth, a dilute dopant reaches $ux=dy$, so $y/x=K$ is the equilibrium ratio.

\section{One layer period}

\textbf{Q:} How far does the exchange get before the next layer arrives?

\textbf{A:} Take $x,y\ll1$ first, so that (\ref{full}) becomes $dy/dt=ux-dy$, where $dy$ on the right is the product of $d$ and $y$. The sum $M=x+y$ is conserved within a period. Put $x=M-y$ and $\kappa=u+d$:
\begin{equation}
\frac{dy}{dt}=uM-\kappa y,\qquad
y(\tau)=\frac{uM}{\kappa}+\Bigl(y(0)-\frac{uM}{\kappa}\Bigr)E,\qquad E=e^{-\kappa\tau}.
\end{equation}
Let $S_n$ be the surface fraction at the end of period $n$, and $B_n$ the fraction then frozen in the layer below. Period $n$ starts with $y(0)=f$ and $x(0)=S_{n-1}$, so $M=f+S_{n-1}$ and
\begin{equation}
S_n=f\Bigl[E+\frac u\kappa(1-E)\Bigr]+S_{n-1}\frac u\kappa(1-E).
\end{equation}
Define the probabilities that an atom has changed layer by the end of the period,
\begin{equation}
q_u=\frac u\kappa(1-E),\qquad q_d=\frac d\kappa(1-E).
\end{equation}
Since $q_u+q_d=1-E$, the first bracket equals $E+q_u=1-q_d$. With $B_n=M-S_n$,
\begin{align}
S_n&=(1-q_d)f+q_uS_{n-1},\label{S}\\
B_n&=q_df+(1-q_u)S_{n-1}.\label{B}
\end{align}

\section{The steady ratio}

\textbf{Q:} Does this settle down, or does dopant pile up at the surface without limit?

\textbf{A:} It settles. Let $S$ be the fixed point of (\ref{S}), $S=(1-q_d)f+q_uS$. Subtracting gives $S_n-S=q_u(S_{n-1}-S)$, and $0<q_u<1$, so the difference dies out geometrically. Conservation, $S_n+B_n=f+S_{n-1}$, then gives $B=f$: in the steady state each frozen layer holds as much dopant as each new layer brings. Segregation changes the surface reservoir, not the final uniform doping. Therefore
\begin{align}
r\equiv\frac SB&=\frac{1-q_d}{1-q_u}
=\frac{\kappa-d+dE}{\kappa-u+uE}\nonumber\\
&=\frac{u+dE}{d+uE}=\frac{K+E}{1+KE},
\label{r}
\end{align}
where the last step divides by $d$.

\textbf{Q:} The ratio compares two layers at one instant. Does it say anything about an individual atom?

\textbf{A:} Yes. A newly deposited dopant is still in the surface layer at the end of its first period with probability $1-q_d$. It is then covered, and it returns to the new surface layer by the end of the next period with probability $q_u$, and so on. If it ends a period below, it is frozen. The mean number of period ends at which it is found in the surface layer is
\begin{equation}
(1-q_d)(1+q_u+q_u^2+\dots)=\frac{1-q_d}{1-q_u}=r .
\end{equation}
So $r$ is the mean number of periods that the atom ends in the surface layer, the period of its own deposition included. Since it is finally frozen one layer below the surface, its mean net climb is $r-1$ layers.

\section{Slow and fast growth}

\textbf{Q:} I expect equilibrium once the exchange is faster than growth, so $\kappa\tau>1$ should be enough.

\textbf{A:} It is not enough when $K$ is large. From (\ref{r}),
\begin{equation}
1-\frac rK=\frac{K(1+KE)-K-E}{K(1+KE)}=\frac{(K-1/K)E}{1+KE}.
\label{slow}
\end{equation}
For strong segregation this is small when $KE\ll1$, which means that $\kappa\tau$ must exceed $\ln K$ by a margin.

The reason lies in the starting condition. A period begins with nearly all the dopant in the wrong layer, $x=S$ and $y=f$. The subsurface fraction then follows
\begin{equation}
x(\tau)=\frac{dM}{\kappa}+\Bigl(S-\frac{dM}{\kappa}\Bigr)E .
\end{equation}
For $K\gg1$ and $S\gg f$, the equilibrium part is about $M/K$ and the unrelaxed part about $ME$. Relaxation must remove not just most of the initial excess, but all except a fraction well below $1/K$.

\textbf{Q:} And at fast growth, does the surface lose its dopant?

\textbf{A:} No. The ratio tends to one, because each layer keeps what it brought:
\begin{equation}
r-1=\frac{(K-1)(1-E)}{1+KE}\simeq\frac{K-1}{K+1}\,\kappa\tau=(u-d)\tau
\qquad(\kappa\tau\ll1).
\label{fast}
\end{equation}
This is kinetic trapping: the dopant is buried before it can climb. The frozen concentration is $f$ at any growth rate; what trapping removes is the enrichment of the surface. Between the limits,
\begin{equation}
rE=\frac{KE+E^2}{1+KE}=1-\frac{1-E^2}{1+KE},
\end{equation}
so $r\simeq e^{\kappa\tau}$ as long as $KE\gg1$. The ratio grows exponentially with the time per layer until it nears $K$. The crossover $KE=1$ lies at
\begin{equation}
R^*=\frac{\kappa}{\ln K},\qquad r(R^*)=\frac12\Bigl(K+\frac1K\Bigr).
\end{equation}

\textbf{Q:} Could $r$ overshoot somewhere between the two limits?

\textbf{A:} Not at fixed temperature. The derivative
\begin{equation}
\frac{dr}{dE}=\frac{(1+KE)-K(K+E)}{(1+KE)^2}=\frac{1-K^2}{(1+KE)^2}
\end{equation}
is negative for $K>1$, and $E=e^{-\kappa/R}$ rises with $R$. Hence $r$ falls steadily from $K$ to 1 as growth speeds up. A symmetric form shows both causes at once. Since $r-1$ and $r+1$ have the numerators $(K-1)(1-E)$ and $(K+1)(1+E)$ over the same denominator,
\begin{equation}
\tanh\frac{\ln r}{2}=\tanh\frac{\ln K}{2}\,\tanh\frac{\kappa\tau}{2}.
\label{tanh}
\end{equation}
One factor measures the driving force, the other the time available.

\section{Numbers for a model dopant}

\textbf{Q:} How sharp is the change in practice?

\textbf{A:} Take a model dopant with $\Delta=0.30$ eV, $E_a=2.0$ eV, $\nu=10^{13}$ s$^{-1}$, $T=800$ K and $f=10^{-4}$; electronvolts and seconds suit growth better than atomic units. Then $k_BT=0.06894$ eV, $u=2.515$ s$^{-1}$ and $d=0.0324$ s$^{-1}$, so $\kappa=2.5475$ s$^{-1}$, $K=77.61$ and $\ln K=4.352$. The crossover is at $R^*=2.5475/4.352=0.585$ layers per second, where $r=38.8$.

At one layer per second, $E=e^{-2.5475}=0.0783$ and $KE=6.075$, so
\begin{equation}
r=\frac{77.61+0.08}{1+6.075}=10.98 .
\end{equation}
Random histories of single atoms give $10.93$ with a standard error of $0.08$. Other growth rates give:
\begin{center}
\begin{tabular}{rrrr}
$R$ (layers/s) & $\kappa\tau$ & $r$ & $r/K$\\
0.1 & 25.5 & 77.6 & 1.000\\
0.3 & 8.49 & 76.4 & 0.984\\
1 & 2.55 & 10.98 & 0.141\\
3 & 0.849 & 2.28 & 0.029\\
100 & 0.0255 & 1.025 & 0.013
\end{tabular}
\end{center}
Between 0.3 and 3 layers per second, a factor of ten, $r$ falls from 98\% to 3\% of its equilibrium value. This sharpness rests on every site being exposed for exactly $\tau$; the last section shows how a spread of exposure times softens it. At $\kappa\tau=1$ it is 2.64, close to $e=2.72$ and far from 77.6. Explicit layer-by-layer growth tests (\ref{r}) at all these rates; the numerical output follows the text.

\section{Opening and closing the dopant source}

\textbf{Q:} If $B=f$ in the steady state, where would segregation show in the grown crystal?

\textbf{A:} At the edges of the doped region. Open the source on a clean surface, $S_0=0$. Then $S_n=S(1-q_u^n)$. Insert this in (\ref{B}) and use $(1-q_u)S=(1-q_d)f$:
\begin{align}
B_n&=q_df+(1-q_d)f\,(1-q_u^{\,n-1})\nonumber\\
&=f\bigl[1-(1-q_d)q_u^{\,n-1}\bigr].
\end{align}
The layer frozen in period $n=1$ is the last undoped one; it receives the small share $q_df$.

Close the source after the steady state is reached, and count $n$ afresh. With $f=0$ in (\ref{S}) and (\ref{B}),
\begin{equation}
S_n=S\,q_u^{\,n},\qquad B_n=(1-q_u)S\,q_u^{\,n-1}.
\end{equation}
The profile decays over $\ell=-1/\ln q_u$ layers, and $\sum_nB_n=S$: the tail is the emptied surface reservoir.

At one layer per second, $q_u=0.910$ and $S=10.98\times10^{-4}$. The first layer frozen after closing holds $0.090\times10.98\times10^{-4}=9.9\times10^{-5}$, almost the full doping, and the decay length is 10.6 layers. At slow growth $q_u\to K/(1+K)$ and $\ell\to1/\ln(1+1/K)=78.1$ layers. At 100 layers per second $\ell=0.27$, so the edge is sharp on the scale of one layer.

\textbf{Q:} Then I can read $r$ from the ratio of surface to frozen dopant in the tail.

\textbf{A:} Only when $E\ll1$, which for large $K$ is a weaker demand than equilibrium, $KE\ll1$. In the tail the ratio is
\begin{equation}
\frac{S_n}{B_n}=\frac{q_u}{1-q_u}=\frac{K(1-E)}{1+KE}
=r-\frac{(1+K)E}{1+KE}.
\end{equation}
Divided by $r$, the difference is $(1+K)E/(K+E)$, which is less than $2E$ for $K>1$. At one layer per second, where $r$ is only 14\% of $K$, the tail ratio is 10.1 and $r$ is 10.98. At fast growth the tail ratio tends to zero while $r$ tends to one, because the new layers no longer bring dopant of their own.

\section{Changing the temperature}

\textbf{Q:} Heating speeds up the exchange. Does it therefore increase segregation?

\textbf{A:} Up to a point. Heating also lowers $K$. With $\nu$, $E_a>0$, $\Delta>0$ and $\tau$ fixed, $r$ has one maximum in temperature. Let $\beta=1/k_BT$ and $z=\kappa\tau$, and let $L$ be the logarithm of the right side of (\ref{tanh}), which rises with $r$. From $\kappa=\nu e^{-\beta E_a}(1+e^{-\beta\Delta})$,
\begin{equation}
\frac1z\frac{dz}{d\beta}=-W,\qquad W=E_a+\frac{\Delta}{1+K}.
\end{equation}
The derivative of $\ln\tanh(s/2)$ with respect to $s$ is $1/\sinh s$, so
\begin{equation}
\frac{dL}{d\beta}=\frac{\Delta}{\sinh\beta\Delta}-\frac{zW}{\sinh z}.
\label{peak}
\end{equation}
Let $Q$ be the first term divided by the second. Using $dW/d\beta=-\Delta^2K/(1+K)^2$,
\begin{equation}
\frac{d\ln Q}{d\beta}=-\Delta\coth\beta\Delta+W(1-z\coth z)
+\frac{\Delta^2K}{(1+K)^2W}.
\end{equation}
The middle term is negative, because $z\coth z>1$. In the last term $W>\Delta/(1+K)$, so it is smaller than $\Delta K/(1+K)<\Delta<\Delta\coth\beta\Delta$. Thus $Q$ falls strictly with $\beta$. It goes from infinity at $\beta\to0$, where $z$ stays finite, to zero at $\beta\to\infty$, and passes one once. There $dL/d\beta$ changes from positive to negative, which is a single maximum of $r$.

\textbf{Q:} Is the maximum a compromise far below equilibrium?

\textbf{A:} Not for the model dopant. When $K$ and $e^z$ are large, $\sinh\beta\Delta\simeq K/2$ and $\sinh z\simeq1/(2E)$, so setting (\ref{peak}) to zero gives
\begin{equation}
KE\simeq\frac{\Delta}{zW}.
\end{equation}
At one layer per second the maximum lies at 833 K, with $z=8.18$ and $K=65.2$. This gives $KE\simeq0.30/(8.18\times2.00)=0.018$, and by (\ref{slow}) $r$ is about 1.8\% below $K$, in agreement with the computed $r=64.0$. At 0.1 and 10 layers per second the maximum lies at 771 K and 907 K, with $r=89.8$ and $45.6$. On the cold side of the maximum the exchange is too slow; on the hot side $r$ follows the falling $K$.

\section{Where the result fails}

\textbf{Q:} You assumed a dilute dopant. Is a doping of one per cent dilute?

\textbf{A:} Not if the surface collects it. The condition is $S=rf\ll1$, not merely $f\ll1$. With (\ref{full}) in full, $x+y$ is still conserved, so a steady state still has $B=f$. At slow growth the two terms of (\ref{full}) balance:
\begin{equation}
uf(1-S)=dS(1-f)\quad\Rightarrow\quad S=\frac{Kf}{1-f+Kf}.
\end{equation}
For $f=10^{-2}$ this gives $S=0.776/(0.99+0.776)=0.439$, whereas the dilute formula gives 0.776. At one layer per second the full equation gives $S=0.0939$ and the dilute one 0.1098, which is 17\% higher than the full value. For $f=10^{-4}$ the dilute value exceeds that of the full equation by 0.8\% at slow growth and by 0.2\% at one layer per second.

The full equation is itself a mean-field approximation. Suppose instead that each site exchanges only with the site directly below it, and that new layers are filled at random. A pair of two dopants then cannot change, while a pair with one dopant follows the dilute rates exactly. The steady state becomes $S/(1-S)=rf/(1-f)$. At slow growth this agrees with the result above, but for $f=10^{-2}$ at one layer per second it gives $S=0.0998$ instead of 0.0939.

\textbf{Q:} Might the nonlinear equation have several steady states?

\textbf{A:} No. Change the initial $x=S_{n-1}$ slightly, and let $\eta$ be the resulting change of $y$ per unit change of $x(0)$. The change of $x$ is then $1-\eta$, and linearizing (\ref{full}) gives
\begin{equation}
\frac{d\eta}{dt}=a(1-\eta)-b\eta,\qquad
a=u(1-y)+dy,\quad b=ux+d(1-x),
\end{equation}
where $dy$ in $a$ is again a product. Both $a$ and $b$ are positive and $\eta(0)=0$, so $0<\eta(\tau)<1$. The map from $S_{n-1}$ to $S_n$ therefore has a slope between zero and one. Two fixed points would require an average slope of one between them.

\textbf{Q:} What else would spoil the argument?

\textbf{A:} Desorption breaks the conservation law: if atoms leave during a period, then $S_n+B_n<f+S_{n-1}$, and the steady state has $B<f$. Exchange with a third layer at a rate $w$ is negligible only if $w\tau\ll1$, so very slow growth strains the assumption that buried layers are frozen, and only if also $wr/\kappa\ll1$: the subsurface layer starts each period with $S=rf$ and leaks about $wS/\kappa$ downward before it empties. For the model dopant at 0.3 layers per second, a symmetric exchange with $w\tau=0.1$ lowers $S/f$ from 76.4 to 42.2, and $w\tau=0.01$ lowers it to 70.2. The fixed period matters too. If the time $t$ until a site is covered varies independently from layer to layer, (\ref{r}) holds with $E$ replaced by the average of $e^{-\kappa t}$. For exponentially distributed times with mean $1/R$ this average is $R/(R+\kappa)$, and $r=(u+R)/(d+R)$. The exponential growth of $r$ and the crossover at $\kappa/\ln K$ then disappear: $r$ is 8.5 instead of 76.4 at 0.3 layers per second, and it reaches $K/2$ only at 0.033 layers per second. If the two prefactors in (\ref{rates}) differ, $K$ acquires their ratio as a factor; (\ref{r}) still holds with $K=u/d$, but the proof of a single temperature maximum was given for equal prefactors.

\section*{Table of computed values}
\begin{verbatim}
segregation energy 0.30 eV, barrier 2.00 eV
prefactor 1.0e+13 1/s, temperature 800 K
thermal energy kT = 0.06894 eV, dose = 1.0e-04
rate up = 2.5151 1/s, rate down = 0.03241 1/s
kappa = 2.5475 1/s, K = 77.610, ln K = 4.3517
growth rate (layers/s), kappa*tau, r, r/K, decay length (layers)
     0.02   127.3751   77.6098  1.00000   78.1088
     0.10    25.4750   77.6098  1.00000   78.1088
     0.30     8.4917   76.3936  0.98433   76.8767
     1.00     2.5475   10.9806  0.14148   10.6030
     3.00     0.8492    2.2819  0.02940    1.7513
    10.00     0.2548    1.2817  0.01651    0.6645
   100.00     0.0255    1.0251  0.01321    0.2706
at 1 layer/s: E = 0.07828, q_up = 0.91000, q_down = 0.01173
at 1 layer/s: surface fraction = 1.0981e-03
at 1 layer/s: first frozen layer after closing = 9.8827e-05
slow-limit deviation / leading term = 0.99900
fast-limit deviation / leading term = 1.00049
crossover growth rate = 0.5854 layers/s, r = 38.811
at kappa*tau = 1: r = 2.6387, exp(1) = 2.7183
random histories at 1 layer/s: mean = 10.932 +- 0.075, formula r = 10.981
growth rate (layers/s), peak temperature (K), kappa*tau, K, r
    0.1    771.07   8.5608   91.376   89.805
    1.0    833.44   8.1777   65.177   64.006
   10.0    906.64   7.7929   46.519   45.643
dose, growth rate (layers/s), surface fraction: full, dilute
  1e-04  0.02 7.70198e-03 7.76098e-03
  1e-04  1.00 1.09607e-03 1.09806e-03
  1e-02  0.02 4.39442e-01 7.76098e-01
  1e-02  1.00 9.39153e-02 1.09806e-01
\end{verbatim}
